Why capture spheres count a split interstitial as three defects

A split interstitial, or dumbbell, is a pair of atoms that share one lattice site, one on each side of it. For a symmetric pair in a face-centred or body-centred cubic crystal, inversion through the shared site maps the perfect lattice onto itself and exchanges the two atoms. Any rule that judges each atom separately, by its distance from the lattice sites, must therefore give both atoms the same verdict. It can call neither of them an interstitial or both, but not one. A rule that judges the site instead has no such restriction, because the inversion maps the shared site onto itself: "this site holds one atom too many" is a permitted answer.

A capture-sphere analysis judges atoms and Wigner-Seitz occupancy judges sites. If the spheres report two interstitials, the balance of atoms against sites forces them to report a vacancy as well, since only one atom has been added.

Dimensional analysis shows what decides between none and two. Defect counts are pure numbers, so they can depend on lengths only through ratios. Let a be the lattice constant, s the distance of each dumbbell atom from the shared site and r_c the capture radius. For a given lattice and dumbbell axis, with all other atoms on their sites, the sphere result depends on s/a and r_c/a. The Wigner-Seitz result contains no r_c and depends on s/a alone.

The two counting rules

Take a periodic box with M reference sites and N atoms of one element. The Wigner-Seitz method assigns each atom to its nearest site. The region nearest to a site is its cell, and n_j is the number of atoms in cell j. The method reports

I_W = Σ_j max(n_j − 1, 0)
V_W = number of cells with n_j = 0

as excess atoms and vacancies. The cells fill space, so every atom is counted once and Σ_j n_j = N. For an empty cell n_j − 1 = −1; for any other cell n_j − 1 = max(n_j − 1, 0). Summing over all cells gives

N − M = Σ_j (n_j − 1) = I_W − V_W.

The capture-sphere method draws a sphere of radius r_c around each site. An atom outside all spheres is called an interstitial, and a site with an empty sphere is called a vacancy. Their numbers are I_S and V_S. Let r_c be less than half the nearest-neighbour distance d, so that no atom can lie in two spheres. With c_j atoms in sphere j, define the surplus

m = Σ_j max(c_j − 1, 0).

The simple sphere count does not report m. The spheres hold N − I_S atoms in total, and the same split into empty and filled sites gives

(N − I_S) − M = Σ_j (c_j − 1) = m − V_S.

Moving I_S to the right-hand side gives

N − M = I_S − V_S + m.

When no sphere holds more than one atom, m = 0 and both methods agree on interstitials minus vacancies. They can still disagree on each number separately.

Where the additional pair comes from

Each sphere lies inside its own cell. To see this, take a point at distance x < r_c < d/2 from its site. Any other site is at least d from that site, so by the triangle inequality it is at least d − x from the point. Since d − x > d/2 > x, the sphere's own site is the nearest.

An empty cell therefore has an empty sphere, but an occupied cell may also have one, if its atoms sit in the part of the cell outside the sphere. Let k be the number of such cells. Then

V_S = V_W + k.

Substituting this and N − M = I_W − V_W into the sphere balance gives

I_S = (N − M) + V_S − m
    = (I_W − V_W) + (V_W + k) − m
    = I_W + k − m.

Each occupied cell with an empty sphere adds one vacancy and one interstitial to the report. Nothing has left the cell: its atoms have a nearest site but no capturing site.

For a dumbbell in an otherwise nearly perfect crystal, the shared cell holds two atoms and every other cell holds one, so I_W = 1 and V_W = 0. If both dumbbell atoms are outside the sphere and all other atoms are inside theirs, then k = 1 and m = 0. Hence

I_S = 1 + 1 − 0 = 2
V_S = 0 + 1 = 1.

The net content is 2 − 1 = 1, as it must be. Wigner-Seitz occupancy states that content directly, but does not say which of the two atoms is the added one. For a symmetric pair of identical atoms that question has no geometrical answer.

Choosing a larger radius cannot remove the gaps while the spheres remain disjoint. A face-centred cubic (fcc) crystal has four sites in each volume a³, so the fraction of space outside the spheres is

g = 1 − 4(4π/3)(r_c/a)³ = 1 − (16π/3)(r_c/a)³.

For r_c = 0.20a this is 0.866. For touching spheres, r_c = d/2 = a/(2√2), it is still 0.260. These are fractions of volume, not chances of finding an atom there; atoms in a cold crystal stay close to their sites.

The conditions for two plus one

Consider an fcc dumbbell along [001], with its atoms at (0, 0, s) and (0, 0, −s) from the shared site. The upper atom is nearer to another site R than to the shared one when

(s − R_z)² + R_x² + R_y² < s².

Expanding the square and cancelling s² gives R² < 2sR_z, where R² = R_x² + R_y² + R_z². A site can satisfy this only if R_z > 0, and then the condition reads

s > R²/(2R_z).

In the first layer above, R_z = a/2 and the smallest R² is a²/2, so the threshold is a/2. In higher layers R_z ≥ a and R² ≥ R_z², so the threshold is at least R_z/2 ≥ a/2. The atom therefore stays in the shared cell as long as s < a/2. Let u_max be the largest displacement of any other atom. The spheres report 2 + 1 while Wigner-Seitz occupancy reports one excess atom if

u_max < r_c < s < a/2, with r_c < a/(2√2).

If the two dumbbell atoms have different distances, both must satisfy the condition on s.

Placing dumbbell atoms in an unrelaxed lattice, with r_c = 0.20a, shows what happens inside and outside this window. The pairs in brackets are (interstitials, vacancies).

s₁ = 0.15a, s₂ = 0.15a: spheres (0, 0), Wigner-Seitz (1, 0)
s₁ = 0.15a, s₂ = 0.30a: spheres (1, 0), Wigner-Seitz (1, 0)
s₁ = 0.30a, s₂ = 0.30a: spheres (2, 1), Wigner-Seitz (1, 0)
s₁ = 0.55a, s₂ = 0.55a: spheres (2, 1), Wigner-Seitz (2, 1)

In the first case both atoms are in one sphere, so k = 0 and m = 1. The sphere is not empty and no atom is outside, so the simple count misses the defect. In the second case the inversion symmetry is broken and the atoms may receive different verdicts; the sphere count then happens to equal the occupancy count. In the last case both atoms have crossed into neighbouring cells that were already full. The original cell is empty, and Wigner-Seitz occupancy also reports two excess atoms and one vacancy. Occupancy is thus a geometrical rule with its own limit, here s = a/2.

A dumbbell in copper

A relaxed example shows whether a real potential puts the atoms inside the window. The model is copper described by the Sutton-Chen many-body potential,

E = ε[½ Σ_i Σ_{j≠i} (L/r_ij)⁹ f(r_ij) − C Σ_i √ρ_i]
ρ_i = Σ_{j≠i} (L/r_ij)⁶ f(r_ij),

with r_ij the distance between atoms, L = 0.361 nm, ε = 0.012382 eV and C = 39.432. The function f cuts off the interaction smoothly. It is 1 below 0.58 nm and 0 above 0.70 nm; between them f = 1 − t³(10 − 15t + 6t²), where t rises linearly from 0 to 1. Minimizing the energy of the perfect crystal gives a = 0.3611 nm.

One atom was added to a periodic cell of 256 sites at fixed volume. The dumbbell started with s = 0.30a, and every atom received a small random displacement, with a standard deviation of 0.003 nm along each axis, to break the symmetry. A quasi-Newton minimization then relaxed all positions. The [001] dumbbell survived, so it is a local energy minimum reached from a perturbed start; this does not prove that it is the lowest-energy interstitial of the model.

The relaxed atoms lie 0.110 nm from the shared site, or 0.306a, and 0.221 nm from each other. The largest displacement of any other atom is 0.035 nm. With r_c = 0.20a = 0.072 nm, the conditions become

0.035 nm < 0.072 nm < 0.110 nm < 0.181 nm.

All are satisfied, and r_c is also below d/2 = 0.128 nm. The spheres report two interstitials and one vacancy; Wigner-Seitz occupancy reports one excess atom. In a larger cell of 500 sites, with a and r_c unchanged, s is again 0.11 nm, the largest other displacement is 0.036 nm, and both reports are the same.

Changing only r_c for the relaxed 256-site configuration gives

r_c = 0.01a: 58 interstitials, 57 vacancies
r_c = 0.02a: 38 interstitials, 37 vacancies
r_c = 0.05a: 10 interstitials, 9 vacancies
r_c = 0.10a, 0.20a and 0.25a: 2 interstitials, 1 vacancy
r_c = 0.34a: no interstitials, no vacancies

At small radii the spheres also reject neighbours that the dumbbell has pushed aside. At 0.05a there are nine false pairs: one from the shared site and eight from other sites. Eight is the number of nearest neighbours lying outside the dumbbell's mid-plane, and these are the atoms concerned: each is displaced by 0.097a, while the next most displaced atoms move by only 0.042a. At 0.34a the radius exceeds s, both dumbbell atoms fall into one sphere, and the defect disappears from the report.

The plateau, which runs from about 0.10a to 0.30a, deserves care. A count that does not change with r_c looks trustworthy, yet here the stable answer contains a false pair. The plateau shows that r_c lies between two groups of displacements, not that the reported vacancy is an empty region of the crystal.

What the error does to cascade results

Suppose a cascade in a pure crystal leaves F vacancies and F interstitials, with no atoms gained or lost. Let every interstitial be a separate dumbbell inside the window, and let all other atoms be within r_c of their sites. Then I_W = V_W = F. Each dumbbell contributes one to k, so k = F and m = 0, and

I_S = F + F = 2F
V_S = F + F = 2F.

The sphere totals double the number of Frenkel pairs (a Frenkel pair is one vacancy plus one interstitial). If Q implanted ions of the host element have also come to rest in the crystal, the atom balance is I_W = V_W + Q. Under the same conditions k = I_W, hence

I_S = 2I_W
V_S = V_W + I_W = 2V_W + Q.

The balance I_S − V_S = Q remains correct, so checking conservation of atoms will not reveal the error. Clusters and other interstitial shapes need not follow the factor of two. An interstitial spread over a row of atoms can leave several occupied cells with empty spheres, and each adds another pair. In the copper model with r_c = 0.20a, an interstitial held on a close-packed ⟨110⟩ row is reported as (3, 2) or (4, 3), depending on where along the row it is centred, and one held on an octahedral site as (1, 0); Wigner-Seitz occupancy gives (1, 0) for each.

The error carries over when counts are converted into energy. In the copper model the formation energies, for cells at the perfect crystal's volume, are

E_i = E(257 atoms) − (257/256)E(256 atoms) = 2.48 eV
E_v = E(255 atoms) − (255/256)E(256 atoms) = 0.85 eV.

The last digits depend on the settings. E_i falls to 2.42 eV in an 864-site cell. With the cutoff moved out to 0.85–1.0 nm it rises to 2.60 eV in the 256-site cell, and E_v to 0.87 eV. The ratio below stays between 2.33 and 2.35. The dumbbell stores E_i. Reading its sphere report as three independent defects would charge

2E_i + E_v = 2 × 2.48 eV + 0.85 eV = 5.81 eV,

which is 2.3 times the correct value. The overcharge, E_i + E_v = 3.33 eV, is the energy of a separated Frenkel pair that does not exist.

The same care is needed when a cascade is handed to an annealing model. If the three reported objects keep their positions and the model lets a vacancy recombine with an adjacent interstitial, the false pair vanishes and one interstitial remains. If only the totals are passed on and the defects are placed at random, the false vacancy may survive and take part in later reactions.

Temperature and strain

Thermal motion can also carry an atom out of its sphere. In a classical harmonic crystal the displacements are Gaussian. In a cubic crystal such as fcc copper, symmetry makes an atom's displacements along the three cube axes independent, with the same standard deviation σ, where

σ² = (k_B T/3M) Σ_q 1/λ_q.

Here k_B is Boltzmann's constant and T the temperature. The λ_q are the eigenvalues of the force-constant matrix, without the three uniform translations. Each mode contributes k_B T/λ_q by equipartition, and the total is shared among 3M coordinates. With t the distance from the site in units of σ, the chance of lying beyond x = r_c/σ is

P = √(2/π) ∫ₓ^∞ t² exp(−t²/2) dt.

Because t exp(−t²/2) is minus the derivative of exp(−t²/2), integration by parts gives

P = √(2/π) x exp(−x²/2) + erfc(x/√2).

The force constants of the perfect 256-site copper cell, obtained by finite differences of the forces, give σ = 0.0088 nm at 300 K and 0.0176 nm at 1200 K. With r_c = 0.072 nm, P is 1.6 × 10⁻¹⁴ and 7.7 × 10⁻⁴ per atom. These values belong to the small cell, which lacks the soft long-wavelength modes. For a million-atom crystal the same force constants give σ = 0.0096 nm and 0.0191 nm, so P rises to about 2 × 10⁻¹² and 2.6 × 10⁻³. The harmonic estimate is then roughly 2600 false pairs at 1200 K, while at 300 K it is still negligible. The hot value is only an estimate: making σ 10% larger at fixed r_c raises P about fourfold, and the harmonic model is least reliable at high temperature. The force constants also belong to the energy-minimum volume. With the lattice and r_c both 2% larger, roughly copper's expansion at 1200 K, the same calculation gives σ = 0.0227 nm and P = 1.4 × 10⁻², about five times more.

Wigner-Seitz occupancy is less sensitive, because an atom must cross a cell boundary. In 60 snapshots of the 256-atom perfect crystal, drawn from the harmonic distribution at 1200 K, it reported no defects. Spheres with the smaller radius r_c = 0.10a reported 0.24 false pairs per atom in the same snapshots.

Vibration can also change the report for the dumbbell itself. At 300 K its atoms lie (0.110 − 0.072)/0.0088 ≈ 4.3 standard deviations outside the sphere. This margin uses the σ of the perfect crystal, and the dumbbell vibrates more softly. The force constants of the 257-atom cell give about 0.015 nm along its axis at 300 K, a margin of only 2.5 standard deviations, so one atom is inside the sphere roughly 1% of the time. At 1200 K the harmonic estimate is about one time in ten. Other atoms also leave their spheres, the pushed neighbours having the smallest margin, so in harmonic samples of this 256-site cell reports such as (3, 2) and (4, 3) are about as common as (2, 1); a larger cell adds further pairs from the surrounding crystal. The report (0, 0) is out of thermal reach at this radius: it needs the pair squeezed from 0.221 nm to below 0.144 nm, which costs tens of eV in this model.

A reference lattice with the wrong spacing causes a similar fault. A uniform strain e displaces an atom at distance D from the fixed point by eD, so atoms begin to leave their spheres at D = r_c/e. For e = 0.001 this is 0.072 nm/0.001 = 72 nm, a distance reached only in very large simulations: about 6 × 10⁶ copper atoms if it runs from one corner of a cubic box to the opposite one, and 5 × 10⁷ if it runs from the centre to a corner. A mismatch of 0.02, the size of copper's thermal expansion at 1200 K, brings D down to 3.6 nm, a few thousand atoms. Wigner-Seitz occupancy only delays this fault: atoms begin to cross cell faces at D = d/(2e) along the close-packed directions, 128 nm for e = 0.001 and 6.4 nm for e = 0.02.

How close the model is to copper

The calculated lattice constant is close to copper's rough value of 0.36 nm, but this is not an independent check, because the length L in the potential already carries that value. The vacancy energy is low: real copper has roughly 1.3 eV, against 0.85 eV here. Replacing only that term would raise the overcharge from 3.3 eV to about 3.8 eV. Implanted copper can also break the assumption that the defects are isolated. Cascades leave defects close together, and their strain fields and clusters can change k; the factor of two then no longer follows, and the single-dumbbell calculation does not give its replacement. Implanted atoms of another element must also be tracked by species, because occupancy alone does not distinguish an impurity on a lattice site from a host atom. The 2 + 1 report does not use the energies: any potential whose relaxed dumbbell satisfies the inequalities gives the same counts.

What to do

For the number of vacancies and excess atoms in a crystal that still has a clear reference lattice, use Wigner-Seitz occupancy. Match the reference lattice to the crystal's mean strain and position. Before counting, relax a hot configuration briefly to its nearby energy minimum, so that vibrations are not counted as defects.

If sphere results already exist, correct them site by site. For each empty sphere, check whether its Wigner-Seitz cell contains an atom. The number of cells that do is k. Count the surplus m in multiply occupied spheres as well. Then

V_W = V_S − k
I_W = I_S − k + m.

For the relaxed dumbbell this gives V_W = 1 − 1 = 0 and I_W = 2 − 1 + 0 = 1.

The totals alone cannot supply this correction. A lattice with one real vacancy and two distant added atoms, placed by hand without relaxation, also gives (2, 1) with spheres, and Wigner-Seitz occupancy agrees. The nearest interstitial in that arrangement is 0.743 nm from the vacancy, against 0.110 nm in the dumbbell. Distance is a useful warning, but a close Frenkel pair can be real. The deciding question for this count is whether the reported vacancy's cell is empty.

Capture spheres remain useful for finding strongly displaced atoms and for showing the shape of a defect. For that purpose, two displaced atoms around one vacant centre is a fair description of a dumbbell. It becomes an error when the three marks are added up as three independent defects.
